# Order-α³ QED correction to the dissociation energy of molecular hydrogen, part 1

(Sections cited here and not found follow in the second part.)

## Problem

The hydrogen molecule is treated in the Born–Oppenheimer approximation, with point protons $A$ and $B$ a distance $R$ apart, two electrons in the singlet ground state, and no rotation. Gaussian units are used, with $a_0=\hbar^2/me^2$, $E_h=me^4/\hbar^2=e^2/a_0$, $\alpha=e^2/\hbar c$. For infinitely heavy nuclei of unit charge, the QED correction of order $\alpha^3E_h$ is taken as given:

$$E^{(3)}=\alpha e^2\Big(\frac{\hbar}{mc}\Big)^2\Big\{\frac43\Big[\frac{19}{30}-2\ln\alpha-\ln k_0\Big]\rho+\Big[\frac{164}{15}+\frac{14}{3}\ln\alpha\Big]\delta_{12}-\frac{7}{6\pi}Q\Big\}.\tag{1}$$

Here $\rho=\langle\sum_{i,A}\delta(\mathbf r_{iA})\rangle$, $\delta_{12}=\langle\delta(\mathbf r_{12})\rangle$, the Araki–Sucher term is

$$Q=\lim_{a\to0}\Big\langle \frac{\theta(r_{12}-a)}{r_{12}^3}+4\pi\Big(\gamma+\ln\frac{a}{a_0}\Big)\delta(\mathbf r_{12})\Big\rangle ,$$

with $\gamma$ Euler's constant, and the Bethe logarithm is

$$\ln k_0=\frac{\sum_n w_n\ln(2\Delta_n/E_h)}{\sum_n w_n},\qquad w_n=|\langle n|\mathbf P|0\rangle|^2\Delta_n ,$$

with $\mathbf P$ the total electronic momentum and $\Delta_n=E_n-E_0$. The correction to the dissociation energy is $\delta D=2E^{(3)}(\mathrm H)-E^{(3)}(\mathrm H_2)$.

The numerical check computes the following entries. $E$ and $\rho_{\rm b}$ come from full configuration interaction (CI) in an uncontracted $11s6p2d$ Gaussian basis on each proton. $\delta_{12}$ and $Q$ come from 100 explicitly correlated Gaussians (ECG) selected at $R=1.4\,a_0$, with centres scaled in proportion to $R$ at the other distances. Densities and $Q$ are in $a_0^{-3}$.

| $R/a_0$ | $E/E_h$ | $\rho_{\rm b}$ | $\delta_{12}$ | $Q$ |
|---|---|---|---|---|
| 1.0 | $-1.12383$ | 1.2717 | 0.02828 | 0.5158 |
| 1.2 | $-1.16425$ | 1.0563 | 0.02160 | 0.4441 |
| 1.4 | $-1.17381$ | 0.9077 | 0.01671 | 0.3811 |
| 1.7 | $-1.16180$ | 0.7617 | 0.01159 | 0.3022 |
| 2.1 | $-1.12849$ | 0.6513 | 0.00726 | 0.2211 |

In the same basis, extended by nine tight $p$ shells, the hydrogen atom has $\pi a_0^3\rho_{\rm b}(\mathrm H)=0.98745$ and $\ln k_0^{\rm b}(\mathrm H)=2.9740$, and the molecule at $1.4\,a_0$ has $\ln k_0^{\rm b}(\mathrm H_2)=3.0135$. The exact oscillator strengths from the hydrogen $1s$ state are

$$f_n=\frac{2^8}{3}\frac{n^5(n-1)^{2n-4}}{(n+1)^{2n+4}},\qquad E_h\frac{df}{dE}=\frac{2^8}{3}\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})},$$

with $\Delta=\tfrac12(1-n^{-2})E_h$ for bound states and $\Delta=\tfrac12(1+k^2)E_h$ in the continuum.

(a) Express the prefactor of (1) through $E_h$, evaluate $\sum_n w_n$, and explain the origin of $-2\ln\alpha-\ln k_0$ and of the vacuum-polarization part of $19/30$.

(b) Compute $E^{(3)}(\mathrm H)$.

(c) Show that two free atoms are the correct reference, and relate the large-$R$ form of the $Q$ term to the retarded dispersion energy.

(d) Correct $\rho_{\rm b}$ and $\ln k_0^{\rm b}(\mathrm H_2)$ for the defects of a Gaussian basis at the nucleus, and derive the formulas by which $\delta_{12}$ and $Q$ are obtained from Gaussian functions.

(e) Compute $\delta D$ for protons clamped at $1.4\,a_0$.

(f) Average over the zero-point vibration and decide whether the clamped value is an adequate estimate.

## Solution

### (a) Structure of the operator

Since $\hbar/mc=\alpha a_0$, the prefactor is $\alpha e^2\alpha^2a_0^2=\alpha^3(e^2/a_0)\,a_0^3=\alpha^3E_ha_0^3$. With densities in $a_0^{-3}$ the brace in (1) is a pure number, and the unit of energy is $\alpha^3E_h=0.085287\ \mathrm{cm^{-1}}$.

With $H=\sum_i p_i^2/2m+V$ and $\mathbf P=-i\hbar\sum_i\nabla_i$, the kinetic energy commutes with $\mathbf P$, so $[H,\mathbf P]=[V,\mathbf P]=i\hbar\,\mathbf G$ with $\mathbf G=\sum_i\nabla_iV$. The repulsion $e^2/r_{12}$ is unchanged when both electrons are translated together, so $(\nabla_1+\nabla_2)r_{12}^{-1}=0$ and only the nuclear attraction enters $\mathbf G$. Between eigenstates, $\langle n|[H,\mathbf P]|0\rangle=\Delta_n\langle n|\mathbf P|0\rangle$, which gives the acceleration form

$$w_n=\frac{\hbar^2|\langle n|\mathbf G|0\rangle|^2}{\Delta_n}.\tag{2}$$

In the double commutator $H$ may be replaced by $H-E_0$. Of the four terms of $\langle0|[\mathbf P\cdot,[H-E_0,\mathbf P]]|0\rangle$, the two with $H-E_0$ next to $|0\rangle$ or $\langle 0|$ vanish and the other two are equal, so the value is $2\langle0|\mathbf P\cdot(H-E_0)\mathbf P|0\rangle=2\sum_nw_n$. Evaluated directly, $[\mathbf P\cdot,i\hbar\mathbf G]=(-i\hbar)(i\hbar)\sum_i\nabla_i\cdot\mathbf G=\hbar^2\sum_{i,A}\nabla_i^2(-e^2/r_{iA})=4\pi\hbar^2e^2\sum_{i,A}\delta(\mathbf r_{iA})$. Hence

$$\sum_nw_n=2\pi\hbar^2e^2\rho.\tag{3}$$

The logarithm comes from virtual photons of low energy $\varepsilon=\hbar\omega=\hbar ck$. In the dipole approximation, valid for $\varepsilon\ll\hbar c/a_0$, the coupling is $(e/mc)\mathbf A\cdot\mathbf P$, and a mode in the volume $\Omega$ has the squared amplitude $2\pi\hbar c^2/\omega\Omega$. The sum over two polarizations, averaged over directions, turns $|\boldsymbol\epsilon\cdot\mathbf P|^2$ into $\tfrac23|\mathbf P|^2$, and the modes number $\Omega\,4\pi k^2dk/(2\pi)^3$ per polarization. Second-order perturbation theory gives

$$E_L=-\frac{e^2}{m^2c^2}\int\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{2\pi\hbar c^2}{\omega}\,\frac23\sum_n\frac{|\langle n|\mathbf P|0\rangle|^2}{\Delta_n+\varepsilon}=-\frac{2\alpha}{3\pi m^2c^2}\int_0^Kd\varepsilon\,\varepsilon\sum_n\frac{|\langle n|\mathbf P|0\rangle|^2}{\Delta_n+\varepsilon},$$

where $k^2dk/\omega=\varepsilon\,d\varepsilon/\hbar^2c^3$ was used and the cutoff lies in the window $E_h\ll K\ll\hbar c/a_0$. Write $\varepsilon/(\Delta+\varepsilon)=1-\Delta/(\Delta+\varepsilon)$. The first piece is proportional to $K\langle P^2\rangle$. Its $p_i^2$ parts renormalize the electron mass, and its $\mathbf p_1\cdot\mathbf p_2$ part is the soft end of the unretarded magnetic interaction, which is counted at order $\alpha^2E_h$. The second piece integrates to $\Delta\ln(1+K/\Delta)$, which for large $K$ is $\Delta\ln(K/\Delta)$, and with (3)

$$E_L\to\frac{2\alpha}{3\pi m^2c^2}\sum_nw_n\ln\frac{K}{\Delta_n}=\frac43\,\alpha e^2\Big(\frac{\hbar}{mc}\Big)^2\rho\,\Big\langle\ln\frac{K}{\Delta}\Big\rangle_w .$$

Photons above $K$ add $\ln(mc^2/2K)+5/6$ to the average, a result of the relativistic one-loop calculation that belongs to the premise (1), as do the coefficients of $\delta_{12}$. The cutoff cancels, and since $mc^2=E_h/\alpha^2$, one has $\ln(mc^2/2\Delta)=-2\ln\alpha-\ln(2\Delta/E_h)$, whose $w$-average is $-2\ln\alpha-\ln k_0$.

The remainder $19/30-5/6=-1/5$ is vacuum polarization. The Uehling potential energy of an electron near a proton is

$$\delta V(r)=-\frac{e^2}{r}\frac{2\alpha}{3\pi}\int_1^\infty dt\,\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}\,e^{-2tr\,mc/\hbar}.$$

Its range $\hbar/2mc$ is far below $a_0$, so at leading order it acts as its volume integral times $\delta(\mathbf r)$. From $\int d^3r\,e^{-\kappa r}/r=4\pi/\kappa^2$ with $\kappa=2tmc/\hbar$,

$$\int\delta V\,d^3r=-\frac23\,\alpha e^2\Big(\frac{\hbar}{mc}\Big)^2\int_1^\infty dt\,\sqrt{t^2-1}\,\Big(\frac1{t^4}+\frac1{2t^6}\Big).$$

The substitution $u=1/t$ turns the two integrals into $\int_0^1u\sqrt{1-u^2}\,du=\tfrac13$ and $\int_0^1u^3\sqrt{1-u^2}\,du=\tfrac2{15}$, so the integral is $\tfrac13+\tfrac1{15}=\tfrac25$ and the coefficient is $-\tfrac4{15}=\tfrac43\cdot(-\tfrac15)$. The program tests this by quadrature and finds $-0.266667$.

### (b) The hydrogen atom

The $1s$ function $e^{-r/a_0}/\sqrt{\pi a_0^3}$ gives $\rho=1/\pi a_0^3$, and the two-electron terms are absent. The oscillator strength is $f_n=2m\Delta_n|\langle n|\mathbf r|0\rangle|^2/3\hbar^2$. From $[H,\mathbf r]=-i\hbar\mathbf p/m$ follows $|\langle n|\mathbf r|0\rangle|=\hbar|\langle n|\mathbf p|0\rangle|/m\Delta_n$, hence $f_n=2|\langle n|\mathbf p|0\rangle|^2/3m\Delta_n$ and $w_n=\tfrac32mf_n\Delta_n^2$. Equation (3) then predicts

$$\sum f\Delta^2=\frac{2}{3m}\cdot\frac{2\pi\hbar^2e^2}{\pi a_0^3}=\frac43\,\frac{\hbar^2}{ma_0^2}\,\frac{e^2}{a_0}=\frac43E_h^2 .$$

Summing the given bound and continuum strengths numerically, with $dE=E_hk\,dk$, yields $\sum f=1.0000000$ and $\sum f\Delta^2=1.3333333\,E_h^2$. Both sums are tests in the program, and they check the given strengths and (3) together. The same sum with the factor $\ln(2\Delta/E_h)$ gives $\ln k_0(\mathrm H)=2.984129$. Diagonalization in a large Gaussian basis with (2) gives $2.9828$ independently; part (d) derives a basis-cutoff effect that gives a deficit of this sign.

With $\ln\alpha=-4.92024$, the constant is $19/30-2\ln\alpha=10.47382$, and

$$E^{(3)}(\mathrm H)=0.085287\times\frac{4}{3\pi}\,(10.47382-2.98413)=0.085287\times3.1787=0.27110\ \mathrm{cm^{-1}},$$

or $8127$ MHz. This is the leading part of the $1s$ Lamb shift for a fixed point nucleus. Two atoms give $0.54220\ \mathrm{cm^{-1}}$.

### (c) Separated atoms and retardation

As $R\to\infty$ the electrons sit on different protons. Then $\rho\to2/\pi a_0^3$, $\delta_{12}$ vanishes exponentially, and $r_{12}\to R$ makes $Q\to1/R^3$. The operator $\mathbf P=\mathbf P_A+\mathbf P_B$ excites one atom at a time, so numerator and denominator of $\ln k_0$ both double and $\ln k_0\to\ln k_0(\mathrm H)$. A $1/R^3$ cross term in these sums would be linear in the dipole–dipole tensor $\delta_{ab}-3\hat R_a\hat R_b$. For two $S$-state atoms the scalar product $\mathbf P_A\cdot\mathbf P_B$ contracts this tensor with $\delta_{ab}$, and its trace is zero. The slowest term of $E^{(3)}(R)-2E^{(3)}(\mathrm H)$ is therefore $-7\alpha^3E_ha_0^3/6\pi R^3$. It vanishes at infinity, so two free atoms are the reference.

The coefficient can be checked against the Casimir–Polder energy of two polarizable atoms, valid for $R\gg a_0$:

$$E_{CP}=-\frac{\hbar}{\pi R^6}\int_0^\infty d\omega\,\alpha_A(i\omega)\alpha_B(i\omega)\,e^{-2x}p(x),\qquad p=3+6x+5x^2+2x^3+x^4,\quad x=\frac{\omega R}{c}.$$

Take one electron per atom with a single oscillator, $\alpha_{A,B}(i\omega)=(e^2/m)/(\omega_0^2+\omega^2)$, and put $s=\omega_0R/c$. Each polarizability is $(e^2/m)(R/c)^2/(s^2+x^2)$ and $d\omega=(c/R)dx$, so

$$E_{CP}=-\frac{\hbar e^4}{m^2c^3}\,\frac1{\pi R^3}\int_0^\infty\frac{e^{-2x}p(x)}{(s^2+x^2)^2}\,dx,\qquad\frac{\hbar e^4}{m^2c^3}=\alpha e^2\Big(\frac{\hbar}{mc}\Big)^2 .$$

Multiplying the series $e^{-2x}=1-2x+2x^2-\tfrac43x^3+\tfrac23x^4-\dots$ into $p$ gives the coefficients $3$, $6-6=0$, $5-12+6=-1$, $2-10+12-4=0$, $1-4+10-8+2=1$, so $e^{-2x}p=3-x^2+x^4+\dots$. The term $3$ integrates to $3\pi/4s^3$, which yields the London energy, proportional to $R^{-6}$ and free of $c$. The term $-x^2$ integrates to $-\pi/4s$, which yields an $\alpha^2R^{-4}$ correction. What remains is finite at $s=0$:

$$I_0=\int_0^\infty\frac{e^{-2x}p(x)-3+x^2}{x^4}\,dx .$$

An antiderivative is $\Phi=-e^{-2x}\big(x^{-3}+2x^{-2}+x^{-1}+\tfrac12\big)+x^{-3}-x^{-1}$. Differentiating the first part gives $e^{-2x}\big[3x^{-4}+(2+4)x^{-3}+(4+1)x^{-2}+2x^{-1}+1\big]=e^{-2x}p/x^4$, and the last two terms give $-3x^{-4}+x^{-2}$. At infinity $\Phi=0$. Near zero, $e^{-2x}(\dots)=x^{-3}+(2-2)x^{-2}+(1-4+2)x^{-1}+\big(\tfrac12-2+4-\tfrac43\big)+\dots$, so the poles cancel and $\Phi(0)=-\tfrac76$. Thus $I_0=\tfrac76$, and the $\alpha^3$ term of $E_{CP}$ is $-7\alpha^3E_ha_0^3/6\pi R^3$, equal to the limit of the $Q$ term. At $s=0$ only the behaviour $\alpha(i\omega)\to e^2/m\omega^2$ at large $\omega$ enters, which the Thomas–Reiche–Kuhn sum fixes for any one-electron atom, so the agreement does not depend on the one-oscillator model. The first correction in $s$ comes from small $x$, where the numerator is $x^4$: $\int_0^\infty[x^4/(s^2+x^2)^2-1]dx=-s\int_0^\infty(2u^2+1)/(1+u^2)^2du=-3\pi s/4$. At $s=0.001$ this predicts $1.1667-0.0024=1.1643$, the value that quadrature gives; the program tests it against $7/6$.

The Araki–Sucher term is thus the short-range continuation of the retardation of the dispersion force. The expansion in $s$ holds for $R\ll c/\omega_0$, of order $a_0/\alpha$. Beyond that distance the terms must be summed, and setting $x=0$ in the denominator shows that $E_{CP}$ falls as $R^{-3}s^{-4}\propto R^{-7}$. The limit $R\to\infty$ is zero in either form.

### (d) Molecular ingredients

**Contact density at the nuclei.** Near a proton the terms $-\hbar^2\nabla^2/2m$ and $-e^2/r$ must cancel in their $1/r$ parts. For a spherical average $\psi_0(1+\lambda r)$, $\nabla^2r=2/r$ gives $-\hbar^2\lambda/m=e^2$, so $\lambda=-1/a_0$, in the atom and the molecule alike. Gaussians have zero slope at their centre and round this cusp off over a short length set by the tightest exponent. Within that length the function has the same shape in both systems, so to leading order the fractional loss is the same:

$$\rho(\mathrm H_2)=\frac{\rho_{\rm b}(\mathrm H_2)}{\pi a_0^3\rho_{\rm b}(\mathrm H)}.\tag{4}$$

The program tests (4) on $\mathrm H_2^+$ at $1.4\,a_0$ against a much larger basis: the ratio of working-basis to large-basis density is $0.98761$ before scaling and $0.99995$ after. For $\mathrm H_2$ at $1.4\,a_0$, $\rho=0.9077/0.98745=0.9192\ a_0^{-3}$. The other distances give $1.2878$, $1.0697$, $0.7713$ and $0.6595$ in the order of the table.

**Bethe logarithm.** In a finite basis the sums run over pseudostates, the eigenvectors of $H$ in that basis, and (2) is used. For $\mathrm H_2$ the space consists of symmetric products of any orbital with one of the leading natural orbitals of the CI ground state. The basis misses ejected electrons above some momentum $p_c$. Such states are plane waves with $\Delta\approx p^2/2m$, fed from the singular part $e^2\hat{\mathbf r}/r^2$ of $\mathbf G$ at each proton. This part is the gradient of $-e^2/r$, whose Fourier transform is $-4\pi e^2\hbar^2/p^2$, so its own transform has the magnitude $4\pi e^2\hbar/p$. The ground state enters through its amplitude at the nucleus. Cross terms between the two protons oscillate as $e^{i\mathbf p\cdot\mathbf R/\hbar}$ and average out, so the squared amplitudes add up to $\rho$. The missing weight is

$$\hbar^2\rho\int_{p>p_c}\frac{4\pi p^2dp}{(2\pi\hbar)^3}\,\frac{16\pi^2e^4\hbar^2}{p^2}\,\frac{2m}{p^2}=\frac{16\,\hbar me^4\rho}{p_c},$$

and division by (3) gives the fraction $\eta=8me^2/\pi\hbar p_c=8\hbar/\pi a_0p_c$, independent of $\rho$. In the tail $2\Delta/E_h=(pa_0/\hbar)^2$, and averaging $\ln(pa_0/\hbar)^2$ with the weight $dp/p^2$ gives $L=\ln(p_ca_0/\hbar)^2+2$. Then $\ln k_0^{\rm b}=(\ln k_0-\eta L)/(1-\eta)\approx\ln k_0-\eta(L-\ln k_0)$. Since $L>\ln k_0$, this cutoff lowers the basis value, in line with the atomic values $2.9740$ and $2.9828$. Both $\eta$ and $L$ belong to the basis, and the Bethe logarithms of atom and molecule differ by much less than $L-\ln k_0$, so the deficit is common to both at leading order:

$$\ln k_0(\mathrm H_2)=\ln k_0^{\rm b}(\mathrm H_2)-\ln k_0^{\rm b}(\mathrm H)+\ln k_0(\mathrm H)=3.0135-2.9740+2.9841=3.0236.\tag{5}$$

On $\mathrm H_2^+$ the difference from the atom is $0.0430$ in the working basis and $0.0435$ in the large one, although the atomic values differ by about $0.009$. This printed agreement to $0.0005$ is the evidence for (5). The program asserts it only to $0.01$, a bound wider than the $0.009$ that (5) removes, so the assertion alone would not detect a failure of (5). For $\mathrm H_2$ the program also tests (3), in the form of the molecule-to-atom ratio of $\sum w_n$ divided by that of $\rho_{\rm b}$, which is $0.9977$, and the Thomas–Reiche–Kuhn sum, which is $1.978$ against $2$. The value is not converged in the number of natural orbitals: 5 give $3.0218$ and 12 give $3.0135$. The change of $0.008$ serves as the scale of the uncertainty. In a slightly smaller basis, passing from 11 natural orbitals to the full pair space lowers the corrected value by a further $0.002$, so the last digits of $3.0236$ are too high by about that amount, which is worth $-0.0002\ \mathrm{cm^{-1}}$ in $\delta D$.

This part has found $E^{(3)}(\mathrm H)=0.27110\ \mathrm{cm^{-1}}$, shown that two free atoms are the correct reference, and corrected the molecular $\rho$ and $\ln k_0$ for the defects of the Gaussian basis. It remains to derive the formulas for $\delta_{12}$ and $Q$, and to compute $\delta D$ for clamped protons and averaged over the zero-point vibration.
